# The Cotton–Mouton constant of a gas and its electron-spin contribution: a program that tests the result

```python
"""Cotton-Mouton effect of a dilute gas, with and without electron spin 1.

Result under test (field B along z, light polarized along z or x):
  (n_par - n_perp)/B^2 = N/(4 eps0) * [d_eta + 2 d_alpha d_chi/(15 k T)]
  d_chi = d_chi_dia + d_chi_spin
  d_chi_spin = 2 muB^2/(3kT) * [gpar^2-gperp^2-(2gpar^2+gperp^2)D/(6kT)]
N: number density; d_alpha, d_chi: anisotropies (parallel minus
perpendicular to the molecular axis) of polarizability and magnetizability;
d_eta: isotropic average of the field-induced polarizability anisotropy;
D: zero-field splitting of spin 1; gpar, gperp: electron g factors.
The spin-free magnetizability is called diamagnetic in the labels.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy import sparse
from scipy.spatial.transform import Rotation

kB, eps0 = const.k, const.epsilon_0
muB = const.physical_constants["Bohr magneton"][0]
wavenumber = const.h * const.c * 100.0       # energy of 1 cm^-1 in J

# Round parameters of a model triplet diatomic
T, pressure, wavelength = 300.0, 1.0e5, 1.0e-6
field, path = 3.0, 1.0
alpha_mean, d_alpha = 2.0e-40, 1.2e-40       # C m^2/V
d_chi_dia = -1.0e-28                         # J/T^2
d_eta = 5.0e-51                              # C m^2/(V T^2)
D = 4.0 * wavenumber
B_rot = 1.5 * wavenumber
gpar, gperp = 2.002, 2.005

# Spin-1 matrices in the basis m = 1, 0, -1
Sz = np.diag([1.0, 0.0, -1.0])
Splus = np.sqrt(2.0) * np.diag([1.0, 1.0], 1)
Sx = (Splus + Splus.T) / 2


def spin_partition(temp, B, cos_t, D_, g1, g2):
    """Trace over spin, molecular axis at angle theta to the field."""
    sin_t = np.sqrt(max(0.0, 1 - cos_t**2))
    H = D_ * (Sz @ Sz - 2 / 3 * np.eye(3))
    H = H + muB * B * (g1 * cos_t * Sz + g2 * sin_t * Sx)
    return np.exp(-np.linalg.eigvalsh(H / (kB * temp))).sum()


def p2_classical(temp, B, D_, g1, g2, dchi):
    """Thermal mean of P2(cos theta) for classical axes, by quadrature."""
    nodes, weights = np.polynomial.legendre.leggauss(16)
    Z = np.array([spin_partition(temp, B, c, D_, g1, g2) for c in nodes])
    w = weights * Z * np.exp(dchi * B**2 * nodes**2 / (2 * kB * temp))
    return np.sum(w * (3 * nodes**2 - 1) / 2) / np.sum(w)


def chi_spin_closed(temp, D_, g1, g2):
    """Spin magnetizability along and across the axis, weak field."""
    q = np.exp(-D_ / (kB * temp))
    par = 2 * g1**2 * muB**2 * q / (kB * temp * (1 + 2 * q))
    perp = 2 * g2**2 * muB**2 * (1 - q) / (D_ * (1 + 2 * q))
    return par, perp


def p2_quantum(temp, B, D_, g1, g2, dchi, n_max=45):
    """Mean of P2 for a quantum rotor (odd N) coupled to spin 1."""
    states = [(n, m) for n in range(n_max + 2) for m in range(-n, n + 1)]
    index = {s: i for i, s in enumerate(states)}
    size = len(states)
    nz = sparse.lil_matrix((size, size))
    Lplus = sparse.lil_matrix((size, size))
    for (n, m), i in index.items():
        if (n + 1, m) in index:
            k = n + 1
            j = index[(k, m)]
            nz[i, j] = nz[j, i] = np.sqrt((k*k - m*m) / (4*k*k - 1))
        if m < n:
            Lplus[index[(n, m + 1)], i] = np.sqrt(n*(n+1) - m*(m+1))
    nz, Lplus = nz.tocsr(), Lplus.tocsr()
    nplus = nz @ Lplus - Lplus @ nz          # n_x + i n_y
    one = sparse.identity(3)
    nS = sparse.kron(nz, Sz) + 0.5 * (
        sparse.kron(nplus, Splus.T) + sparse.kron(nplus.T, Splus))
    nS = nS.tocsr()
    NZ = sparse.kron(nz, one).tocsr()
    NZ2 = (NZ @ NZ).tocsr()
    N_all = np.repeat([s[0] for s in states], 3)
    M_all = np.repeat([s[1] for s in states], 3) + np.tile([1, 0, -1], size)
    H = sparse.diags(B_rot * N_all * (N_all + 1.0)) + D_ * (nS @ nS)
    H = H + muB * B * (g2 * sparse.kron(sparse.identity(size), Sz)
                       + (g1 - g2) * (NZ @ nS))
    H = ((H - 0.5 * dchi * B**2 * NZ2) / (kB * temp)).tocsr()
    keep = (N_all % 2 == 1) & (N_all <= n_max)
    Z = total = 0.0
    for M in range(-n_max - 1, n_max + 2):
        idx = np.where(keep & (M_all == M))[0]
        block = H[idx][:, idx].toarray()
        assert np.allclose(block, block.T, atol=1e-12)
        E, V = np.linalg.eigh(block)
        P2 = 1.5 * NZ2[idx][:, idx].toarray() - 0.5 * np.eye(len(idx))
        w = np.exp(-E)
        Z += w.sum()
        total += np.sum(w * np.sum(V * (P2 @ V), axis=0))
    return total / Z


# Test: general tensors averaged over all rotations, units with kT = 1
rng = np.random.default_rng(4)
a = rng.normal(size=(3, 3))
a = a + a.T
c = rng.normal(size=(3, 3))
c = c + c.T
e = rng.normal(size=(3, 3, 3, 3))
e = e + e.transpose(1, 0, 2, 3)
e = e + e.transpose(0, 1, 3, 2)
nodes, weights = np.polynomial.legendre.leggauss(10)
angles = 2 * np.pi * np.arange(12) / 12
grid = np.array([(p, np.arccos(u), s) for p in angles
                 for u in nodes for s in angles])
w0 = np.array([w for p in angles for w in weights for s in angles])
R = Rotation.from_euler("ZYZ", grid).as_matrix()
x, z = R[:, 0, :], R[:, 2, :]
b2 = 1e-5


def second(t, u):
    return np.einsum("ni,ij,nj->n", u, t, u)


def fourth(u):
    return np.einsum("ni,nj,nk,nl,ijkl->n", u, u, z, z, e, optimize=True)


w = w0 * np.exp(b2 * second(c, z) / 2)
difference = second(a, z) - second(a, x) + b2 * (fourth(z) - fourth(x)) / 2
averaged = np.sum(w * difference) / np.sum(w) / b2
eta_part = (np.einsum("ijij", e) - np.einsum("iijj", e) / 3) / 5
orient_part = (np.sum(a * c) - np.trace(a) * np.trace(c) / 3) / 5
assert abs(averaged - (eta_part + orient_part) / 2) < 1e-3 * (
    abs(eta_part) + abs(orient_part))
eta_average = np.sum(w0 * (fourth(z) - fourth(x))) / np.sum(w0)
assert np.isclose(eta_average, eta_part, rtol=1e-9, atol=1e-10)

# Test: closed spin magnetizabilities against the spin trace at low T
T_low, B_low = 4.0, 0.02
closed = chi_spin_closed(T_low, D, gpar, gperp)
for cos_t, value in zip((1.0, 0.0), closed):
    ratio = (spin_partition(T_low, B_low, cos_t, D, gpar, gperp)
             / spin_partition(T_low, 0.0, cos_t, D, gpar, gperp))
    numeric = 2 * kB * T_low * np.log(ratio) / B_low**2
    assert np.isclose(numeric, value, rtol=1e-3)

# High-temperature spin anisotropy and its two parts
kT = kB * T
prefactor = 2 * muB**2 / (3 * kT)
chi_g = prefactor * (gpar**2 - gperp**2)
chi_D = -prefactor * (2 * gpar**2 + gperp**2) * D / (6 * kT)
par, perp = chi_spin_closed(T, D, gpar, gperp)
assert np.isclose(par - perp, chi_g + chi_D, rtol=2e-3)
d_chi = d_chi_dia + chi_g + chi_D

# Test: orientation from angular quadrature against the formula
p2_formula = d_chi * field**2 / (15 * kT)
p2_class = p2_classical(T, field, D, gpar, gperp, d_chi_dia)
assert np.isclose(p2_class, p2_formula, rtol=3e-3)

# Test: isotropic, uncoupled spin does not orient; reversing D reverses sign
p2_free = p2_classical(T, field, 0.0, 2.0, 2.0, 0.0)
p2_plus = p2_classical(T, field, D, 2.0, 2.0, 0.0)
p2_minus = p2_classical(T, field, -D, 2.0, 2.0, 0.0)
assert abs(p2_free) < 1e-6 * abs(p2_plus)
assert p2_plus < 0 < p2_minus

# Test: temperature laws of the three orientation mechanisms
cases = {"diamagnetic": (0.0, 2.0, 2.0, d_chi_dia),
         "g anisotropy": (0.0, gpar, gperp, 0.0),
         "zero-field splitting": (D, 2.0, 2.0, 0.0)}
ratios = {name: p2_classical(T, field, *args)
          / p2_classical(2 * T, field, *args) for name, args in cases.items()}
for value, expected in zip(ratios.values(), (2, 4, 8)):
    assert np.isclose(value, expected, rtol=1e-2)

# Test: quantum rotation, including the first quantum correction
p2_quant = p2_quantum(T, field, D, gpar, gperp, d_chi_dia)
quantum_ratio = p2_quant / p2_class
assert abs(quantum_ratio - (1 - B_rot / kT)) < 1e-3

# Birefringence per squared field, in 1/T^2
N = pressure / kT
scale = N / (4 * eps0)
term_eta = scale * d_eta
term_dia, term_g, term_D = [scale * 2 * d_alpha * chi / (15 * kT)
                            for chi in (d_chi_dia, chi_g, chi_D)]
closed_shell = term_eta + term_dia
spin_total = term_g + term_D
total = closed_shell + spin_total

# Test: two refractive indices from the Lorentz-Lorenz relation
mp.mp.dps = 40
anisotropy = d_alpha * p2_class + d_eta * field**2 / 2


def index_lorentz(alpha):
    y = mp.mpf(N) * alpha / (3 * mp.mpf(eps0))
    return mp.sqrt((1 + 2 * y) / (1 - y))


n_par = index_lorentz(mp.mpf(alpha_mean) + 2 * mp.mpf(anisotropy) / 3)
n_perp = index_lorentz(mp.mpf(alpha_mean) - mp.mpf(anisotropy) / 3)
dn_direct = float(n_par - n_perp)
assert np.isclose(dn_direct, total * field**2, rtol=4e-3)

C = total / wavelength
retardation = 2 * np.pi * C * path * field**2

print(f"Temperature: {T:.0f} K")
print(f"Pressure: {pressure:.3e} Pa")
print(f"Wavelength: {wavelength:.2e} m")
print(f"Field: {field:.1f} T")
print(f"Path length: {path:.1f} m")
print(f"Mean polarizability: {alpha_mean:.2e} C m^2/V")
print(f"Polarizability anisotropy: {d_alpha:.2e} C m^2/V")
print(f"Distortion coefficient d_eta: {d_eta:.2e} C m^2/(V T^2)")
print(f"Zero-field splitting D: {D/wavenumber:.2f} cm^-1")
print(f"Rotational constant: {B_rot/wavenumber:.2f} cm^-1")
print(f"g parallel, g perpendicular: {gpar:.3f}, {gperp:.3f} (no unit)")
print(f"Thermal energy kT: {kT:.4e} J")
print(f"D/kT: {D/kT:.5f} (no unit)")
print(f"Number density: {N:.4e} m^-3")
print(f"Mean refractivity n-1: {float(index_lorentz(alpha_mean)-1):.4e}")
print(f"Mean spin magnetizability: {(par+2*perp)/3:.4e} J/T^2")
print(f"Spin magnetizability parallel: {par:.5e} J/T^2")
print(f"Spin magnetizability perpendicular: {perp:.5e} J/T^2")
print(f"Exact spin anisotropy: {par-perp:.4e} J/T^2")
print(f"High-T spin anisotropy: {chi_g+chi_D:.4e} J/T^2")
print(f"  part from g anisotropy: {chi_g:.4e} J/T^2")
print(f"  part from D: {chi_D:.4e} J/T^2")
print(f"Diamagnetic anisotropy: {d_chi_dia:.4e} J/T^2")
print(f"Total anisotropy, high-T formula: {d_chi:.4e} J/T^2")
print(f"Mean P2, formula: {p2_formula:.4e} (no unit)")
print(f"Mean P2, classical quadrature: {p2_class:.4e} (no unit)")
print(f"Mean P2, quantum rotor and spin: {p2_quant:.4e} (no unit)")
print(f"Quantum/classical ratio: {quantum_ratio:.5f} (no unit)")
print(f"Predicted 1-B_rot/kT: {1-B_rot/kT:.5f} (no unit)")
print(f"Mean P2, D only: {p2_plus:.4e} (no unit)")
print(f"Mean P2, D reversed: {p2_minus:.4e} (no unit)")
for name, value in ratios.items():
    print(f"P2 ratio 300 K/600 K, {name}: {value:.4f} (no unit)")
print(f"Birefringence/B^2, distortion: {term_eta:.4e} T^-2")
print(f"Birefringence/B^2, diamagnetic: {term_dia:.4e} T^-2")
print(f"Birefringence/B^2, g anisotropy: {term_g:.4e} T^-2")
print(f"Birefringence/B^2, D: {term_D:.4e} T^-2")
print(f"Birefringence/B^2, without spin: {closed_shell:.4e} T^-2")
print(f"Birefringence/B^2, all spin terms: {spin_total:.4e} T^-2")
print(f"Birefringence/B^2, total: {total:.4e} T^-2")
print(f"Total/without spin: {total/closed_shell:.3f} (no unit)")
print(f"Birefringence at the field, formula: {total*field**2:.4e}")
print(f"Birefringence at the field, Lorentz-Lorenz: {dn_direct:.4e}")
print(f"Cotton-Mouton constant C: {C:.4e} T^-2 m^-1")
print(f"Cotton-Mouton constant C: {C*1e-10:.4e} G^-2 cm^-1")
print(f"Phase retardation: {retardation:.4e} rad")
print("OK")
```

Running it gives:

```
Temperature: 300 K
Pressure: 1.000e+05 Pa
Wavelength: 1.00e-06 m
Field: 3.0 T
Path length: 1.0 m
Mean polarizability: 2.00e-40 C m^2/V
Polarizability anisotropy: 1.20e-40 C m^2/V
Distortion coefficient d_eta: 5.00e-51 C m^2/(V T^2)
Zero-field splitting D: 4.00 cm^-1
Rotational constant: 1.50 cm^-1
g parallel, g perpendicular: 2.002, 2.005 (no unit)
Thermal energy kT: 4.1419e-21 J
D/kT: 0.01918 (no unit)
Number density: 2.4143e+25 m^-3
Mean refractivity n-1: 2.7269e-04
Mean spin magnetizability: 5.5594e-26 J/T^2
Spin magnetizability parallel: 5.51280e-26 J/T^2
Spin magnetizability perpendicular: 5.58272e-26 J/T^2
Exact spin anisotropy: -6.9912e-28 J/T^2
High-T spin anisotropy: -6.9914e-28 J/T^2
  part from g anisotropy: -1.6641e-28 J/T^2
  part from D: -5.3273e-28 J/T^2
Diamagnetic anisotropy: -1.0000e-28 J/T^2
Total anisotropy, high-T formula: -7.9914e-28 J/T^2
Mean P2, formula: -1.1576e-07 (no unit)
Mean P2, classical quadrature: -1.1576e-07 (no unit)
Mean P2, quantum rotor and spin: -1.1493e-07 (no unit)
Quantum/classical ratio: 0.99284 (no unit)
Predicted 1-B_rot/kT: 0.99281 (no unit)
Mean P2, D only: -7.6933e-08 (no unit)
Mean P2, D reversed: 7.6933e-08 (no unit)
P2 ratio 300 K/600 K, diamagnetic: 2.0000 (no unit)
P2 ratio 300 K/600 K, g anisotropy: 3.9999 (no unit)
P2 ratio 300 K/600 K, zero-field splitting: 7.9995 (no unit)
Birefringence/B^2, distortion: 3.4084e-15 T^-2
Birefringence/B^2, diamagnetic: -2.6333e-13 T^-2
Birefringence/B^2, g anisotropy: -4.3821e-13 T^-2
Birefringence/B^2, D: -1.4028e-12 T^-2
Birefringence/B^2, without spin: -2.5992e-13 T^-2
Birefringence/B^2, all spin terms: -1.8410e-12 T^-2
Birefringence/B^2, total: -2.1010e-12 T^-2
Total/without spin: 8.083 (no unit)
Birefringence at the field, formula: -1.8909e-11
Birefringence at the field, Lorentz-Lorenz: -1.8909e-11
Cotton-Mouton constant C: -2.1010e-06 T^-2 m^-1
Cotton-Mouton constant C: -2.1010e-16 G^-2 cm^-1
Phase retardation: -1.1881e-04 rad
OK
```
